# Predicting a redox rate from the Marcus cross relation: verification in Python

```python
"""Marcus cross relation for Ox1 + Red2 -> Red1 + Ox2.

Result under test:
  k12 = sqrt(k11 k22 K f) * A12/sqrt(A11 A22)
        * exp((w11 + w22 - w12 - w21)/(2 kT))
  ln f = (ln K + (w12-w21)/kT)^2
         / (4 (ln(k11 k22/(A11 A22)) + (w11+w22)/kT))
k11, k22: self-exchange rates; K: equilibrium constant; A: prefactors;
w12, w21: work to bring reactants, products together; w11, w22: same for
self-exchange. Energies in eV, lengths in angstrom, rates in 1/(M s).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize, minimize_scalar
from scipy.special import ive

BOLTZMANN = const.k / const.e
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10  # eV angstrom
PER_MOLAR = const.N_A * 1e-27  # particles per cubic angstrom at 1 M


def cross_relation(k11, k22, K, A, w, kT):
    """A = (A11, A22, A12); w = (w11, w22, w12, w21)."""
    A11, A22, A12 = A
    w11, w22, w12, w21 = w
    bracket = np.log(k11 * k22 / (A11 * A22)) + (w11 + w22) / kT
    ln_f = (np.log(K) + (w12 - w21) / kT) ** 2 / (4 * bracket)
    ln_k = 0.5 * (np.log(k11 * k22) + np.log(K) + ln_f)
    ln_k += np.log(A12 / np.sqrt(A11 * A22))
    ln_k += (w11 + w22 - w12 - w21) / (2 * kT)
    return np.exp(ln_k), np.exp(ln_f), -2 * kT * bracket


def crossing_barrier(acceptor, donor, drive):
    """Lowest reactant energy at which reactant and product are degenerate.

    Each ion is (inner energy scale oxidised, same reduced, solvent scale);
    its coordinates are 0 in oxidised and 1 in reduced equilibrium.
    """
    a_ox, a_red, a_sol = acceptor
    d_ox, d_red, d_sol = donor

    def reactant(q):
        return (a_ox * q[0]**2 + a_sol * q[1]**2
                + d_red * (1 - q[2])**2 + d_sol * (1 - q[3])**2)

    def product(q):
        return (a_red * (1 - q[0])**2 + a_sol * (1 - q[1])**2
                + d_ox * q[2]**2 + d_sol * q[3]**2 + drive)

    def gap(q):
        return product(q) - reactant(q)

    found = minimize(reactant, [0.4, 0.5, 0.6, 0.5], method="SLSQP",
                     constraints={"type": "eq", "fun": gap},
                     options={"ftol": 1e-13, "maxiter": 500})
    assert abs(gap(found.x)) < 1e-7
    return found.fun


def marcus_barrier(lam, drive):
    return (lam + drive)**2 / (4 * lam)


# Rough example inputs: aqua Fe(III) reduced by aqua V(II) in acid
T = 298.15
kT = BOLTZMANN * T
k_iron, k_vanadium = 4.0, 0.01
drive = -1.0
contact, shell, attempt = 6.5, 0.8, 1e13
eps_static, eps_optical, ionic_strength = 78.4, 1.78, 1.0
charge_product = 3 * 2
bjerrum = COULOMB / (eps_static * kT)
screening = np.sqrt(8 * np.pi * bjerrum * PER_MOLAR * ionic_strength)


def contact_work(distance):
    return (charge_product * COULOMB
            / (eps_static * distance * (1 + screening * distance)))


def prefactor(distance):
    return 4 * np.pi * PER_MOLAR * distance**2 * shell * attempt


w = contact_work(contact)
A = prefactor(contact)
K = np.exp(-drive / kT)
same_A, same_w = (A, A, A), (w, w, w, w)
k12, f12, lam12 = cross_relation(k_iron, k_vanadium, K, same_A, same_w, kT)
lam_iron = 4 * (kT * np.log(A / k_iron) - w)
lam_vanadium = 4 * (kT * np.log(A / k_vanadium) - w)
barrier12 = marcus_barrier(lam12, drive)
k_without_f = np.sqrt(k_iron * k_vanadium * K)

# Test: full relation against constrained minimization, general work and A
ion_one, ion_two = (0.7, 0.7, 0.5), (1.1, 1.1, 0.4)
test_A, test_w = (2e12, 5e11, 3e12), (0.03, 0.06, 0.05, 0.02)
worst = 0.0
for test_drive in (-1.1, -0.4, 0.3):
    b11 = crossing_barrier(ion_one, ion_one, 0.0)
    b22 = crossing_barrier(ion_two, ion_two, 0.0)
    b12 = crossing_barrier(ion_one, ion_two,
                           test_drive + test_w[3] - test_w[2])
    r11 = test_A[0] * np.exp(-(test_w[0] + b11) / kT)
    r22 = test_A[1] * np.exp(-(test_w[1] + b22) / kT)
    r12 = test_A[2] * np.exp(-(test_w[2] + b12) / kT)
    K_test = np.exp(-test_drive / kT)
    predicted = cross_relation(r11, r22, K_test, test_A, test_w, kT)[0]
    worst = max(worst, abs(np.log(predicted / r12)))
    backward_w = (test_w[1], test_w[0], test_w[3], test_w[2])
    backward_A = (test_A[1], test_A[0], test_A[2])
    backward = cross_relation(r22, r11, 1 / K_test, backward_A,
                              backward_w, kT)[0]
    assert abs(np.log(predicted / backward / K_test)) < 1e-9
assert worst < 1e-4

# Test: the example itself by direct minimization
lam_out = COULOMB * (1 / eps_optical - 1 / eps_static) / contact
in_iron, in_vanadium = lam_iron - lam_out, lam_vanadium - lam_out
assert min(in_iron, in_vanadium) > 0
iron = (in_iron / 2, in_iron / 2, lam_out / 2)
vanadium = (in_vanadium / 2, in_vanadium / 2, lam_out / 2)
direct_barrier = crossing_barrier(iron, vanadium, drive)
k_direct = A * np.exp(-(w + direct_barrier) / kT)
assert abs(np.log(k_direct / k12)) < 1e-4

# Test: slope and maximum with respect to the equilibrium constant


def rate_at(ln_K):
    return cross_relation(k_iron, k_vanadium, np.exp(ln_K),
                          same_A, same_w, kT)[0]


step = 1e-3
slope_numeric = np.log(rate_at(np.log(K) + step)
                       / rate_at(np.log(K) - step)) / (2 * step)
slope = 0.5 * (1 + drive / lam12)
assert abs(slope_numeric - slope) < 1e-6
grid = np.linspace(50, 170, 12001)
peak = grid[np.argmax([rate_at(value) for value in grid])]
assert abs(peak * kT - lam12) < 0.001

# Test: the precursor constant is the thin-shell limit of its integral;
# the error is second order in the width, so halving divides it by four


def screened_energy(r):
    return w * contact / r * np.exp(-screening * (r - contact))


def shell_error(width):
    integral = quad(lambda r: r**2 * np.exp(-screened_energy(r) / kT),
                    contact - width / 2, contact + width / 2,
                    epsabs=0, epsrel=1e-11)[0]
    return integral / (contact**2 * width * np.exp(-w / kT)) - 1


finite_shell_error = shell_error(shell)
assert abs(finite_shell_error / shell_error(shell / 2) - 4) < 0.2
assert abs(shell_error(shell / 8)) < 1e-3

# Diffusion-limited rate, tested by integrating the steady-state profile
diffusion_sum = 1.2e-5 * 1e16  # rough, square angstrom per second
resistance = quad(lambda u: np.exp(screened_energy(1 / u) / kT),
                  0, 1 / contact)[0]
k_diffusion = 4 * np.pi * diffusion_sum / resistance * PER_MOLAR


def profile(r, p):
    force = screened_energy(r) * (1 / r + screening) / kT
    return p * force + 1 / (resistance * r**2)


far = 1e4
concentration = solve_ivp(profile, (contact, far), [0.0],
                          rtol=1e-9, atol=1e-11).y[0, -1]
assert abs(concentration + 1 / (resistance * far) - 1) < 1e-5
k_observed = 1 / (1 / k12 + 1 / k_diffusion)

# Solvent field energy outside two touching spheres
radius = contact / 2


def cosine_limit(r):
    value = (r**2 + contact**2 - radius**2) / (2 * r * contact)
    return min(1.0, value)


def radial_field(r):
    return quad(lambda c: (r - contact * c)
                / (r**2 + contact**2 - 2 * r * contact * c)**1.5,
                -1, cosine_limit(r))[0]


edge = contact + radius
cross_term = 0.5 * (quad(radial_field, radius, edge)[0]
                    + quad(radial_field, edge, np.inf)[0])
assert abs(cross_term * contact - 1) < 1e-4
self_term = 0.5 * (quad(lambda r: 0.5 * (1 + cosine_limit(r)) / r**2,
                        radius, edge)[0] + 1 / edge)
field_ratio = (2 * self_term - cross_term) / (1 / radius - 1 / contact)

# Unequal radii: solvent additivity, work terms and prefactors together
a1, a2 = 3.1, 3.4
pekar = COULOMB * (1 / eps_optical - 1 / eps_static)


def solvent_lambda(x, y):
    return pekar * (1 / (2 * x) + 1 / (2 * y) - 1 / (x + y))


excess = (solvent_lambda(a1, a2)
          - 0.5 * (solvent_lambda(a1, a1) + solvent_lambda(a2, a2)))
excess_formula = pekar * (a1 - a2)**2 / (4 * a1 * a2 * (a1 + a2))
assert abs(excess - excess_formula) < 1e-10
radii_A = (prefactor(2 * a1), prefactor(2 * a2), prefactor(a1 + a2))
w_mixed = contact_work(a1 + a2)
radii_w = (contact_work(2 * a1), contact_work(2 * a2), w_mixed, w_mixed)
k_radii, _, lam_radii = cross_relation(k_iron, k_vanadium, K,
                                       radii_A, radii_w, kT)
k_radii *= np.exp(-(marcus_barrier(lam_radii + excess, drive)
                    - marcus_barrier(lam_radii, drive)) / kT)

# Unequal stiffness at unchanged self-exchange barriers
stiffness_ratio = 1.5


def uneven_ion(inner, solvent):
    oxidised = inner / 2 * (1 + stiffness_ratio) / 2
    return (oxidised, oxidised / stiffness_ratio, solvent / 2)


iron_uneven = uneven_ion(in_iron, lam_out)
vanadium_uneven = uneven_ion(in_vanadium, lam_out)
for ion, lam in ((iron_uneven, lam_iron), (vanadium_uneven, lam_vanadium)):
    assert abs(crossing_barrier(ion, ion, 0.0) - lam / 4) < 1e-5
uneven_barrier = crossing_barrier(iron_uneven, vanadium_uneven, drive)
stiffness_factor = np.exp(-(uneven_barrier - barrier12) / kT)

# Nuclear tunnelling: thermal vibronic sum over classical rate


def tunnelling(inner, solvent, energy, quantum):
    S = inner / quantum
    occupation = 1 / np.expm1(quantum / kT)
    limit = int(5 / quantum)
    n = np.arange(-limit, limit + 1)
    z = 2 * S * np.sqrt(occupation * (occupation + 1))
    exponent = (z - S * (2 * occupation + 1) + n * quantum / (2 * kT)
                - (energy + solvent + n * quantum)**2 / (4 * solvent * kT))
    total = np.sum(ive(np.abs(n), z) * np.exp(exponent)) / np.sqrt(solvent)
    lam = inner + solvent
    return total * np.sqrt(lam) * np.exp(marcus_barrier(lam, energy) / kT)


mode = 0.054
assert abs(tunnelling(in_iron, lam_out, 0.0, 0.004) - 1) < 0.02
gain_iron = tunnelling(in_iron, lam_out, 0.0, mode)
gain_vanadium = tunnelling(in_vanadium, lam_out, 0.0, mode)
gain_cross = tunnelling((in_iron + in_vanadium) / 2, lam_out, drive, mode)
y = mode / (2 * kT)
saddle = (np.sqrt(lam_iron / (lam_out + in_iron * y / np.sinh(y)))
          * np.exp(in_iron / (4 * kT) * (1 - np.tanh(y / 2) / (y / 2))))
assert abs(gain_iron / saddle - 1) < 0.01
fed_quantum = cross_relation(k_iron * gain_iron, k_vanadium * gain_vanadium,
                             K, same_A, same_w, kT)[0]
tunnelling_factor = k12 * gain_cross / fed_quantum

# Finite electronic coupling: barrier on the lower adiabatic surface
coupling = 0.05


def adiabatic_barrier(lam, energy):
    def lower(x):
        left, right = lam * x**2, lam * (1 - x)**2 + energy
        return (left + right) / 2 - np.hypot((left - right) / 2, coupling)
    options = {"xatol": 1e-9}
    top = minimize_scalar(lambda x: -lower(x), bounds=(0.05, 0.95),
                          method="bounded", options=options)
    well = minimize_scalar(lower, bounds=(-0.2, 0.15),
                           method="bounded", options=options)
    return -top.fun - well.fun


closed_form = lam_iron / 4 - coupling + coupling**2 / lam_iron
assert abs(adiabatic_barrier(lam_iron, 0.0) - closed_form) < 1e-7
k_adiabatic = [A * np.exp(-(w + adiabatic_barrier(lam, energy)) / kT)
               for lam, energy in ((lam_iron, 0.0), (lam_vanadium, 0.0),
                                   (lam12, drive))]
fed_adiabatic = cross_relation(k_adiabatic[0], k_adiabatic[1], K,
                               same_A, same_w, kT)[0]
coupling_factor = k_adiabatic[2] / fed_adiabatic

# Sensitivity to prefactor, work terms and bath temperature
k_small_A = cross_relation(k_iron, k_vanadium, K, (A / 100,) * 3,
                           same_w, kT)[0]
k_no_work = cross_relation(k_iron, k_vanadium, K, same_A, (0.0,) * 4, kT)[0]
T_bath, entropy = 333.15, 3e-4
kT_bath = BOLTZMANN * T_bath


def bath_rate(energy):
    self_rates = [A * np.exp(-(w + lam / 4) / kT_bath)
                  for lam in (lam_iron, lam_vanadium)]
    return cross_relation(*self_rates, np.exp(-energy / kT_bath),
                          same_A, same_w, kT_bath)[0]


k_bath = bath_rate(drive)
k_bath_entropy = bath_rate(drive - entropy * (T_bath - T))

# Half-life with excess V(II), tested on the full second-order kinetics
c_iron, c_vanadium = 1e-4, 1e-2
half_life = np.log(2) / (k_observed * c_vanadium)


def kinetics(t, c):
    # time is in units of the estimated half-life
    rate = k_observed * half_life * c[0] * (c_vanadium - c_iron + c[0])
    return [-rate]


def half_gone(t, c):
    return c[0] - c_iron / 2


half_gone.terminal = True
event = solve_ivp(kinetics, (0, 3), [c_iron], events=half_gone,
                  rtol=1e-9, atol=1e-14).t_events[0][0]
assert abs(event - 1) < 0.01

print(f"Temperature: {T:.2f} K; kT: {kT:.5f} eV")
print(f"Fe self-exchange, rough input: {k_iron:g} 1/(M s)")
print(f"V self-exchange, rough input: {k_vanadium:g} 1/(M s)")
print(f"Standard reaction free energy, rough input: {drive:.2f} eV")
print(f"Contact distance: {contact:.2f} angstrom; shell: {shell:.2f} angstrom")
print(f"Attempt frequency: {attempt:.1e} 1/s")
print(f"Static, optical permittivity: {eps_static:.1f}, {eps_optical:.2f}")
print(f"Ionic strength: {ionic_strength:.1f} M")
print(f"Inverse screening length: {screening:.4f} 1/angstrom")
print(f"Work term: {w:.4f} eV")
print(f"Prefactor A: {A:.3e} 1/(M s)")
print(f"Finite-shell integral/thin-shell value - 1: {finite_shell_error:.4f}")
print(f"Equilibrium constant K12: {K:.3e}; ln K12: {np.log(K):.3f}")
print(f"Reorganization energy Fe: {lam_iron:.4f} eV")
print(f"Reorganization energy V: {lam_vanadium:.4f} eV")
print(f"Reorganization energy cross: {lam12:.4f} eV")
print(f"ln f12: {np.log(f12):.4f}; f12: {f12:.3e}")
print(f"sqrt(f12): {np.sqrt(f12):.4f}")
print(f"Rate without f12: {k_without_f:.3e} 1/(M s)")
print(f"Predicted k12: {k12:.3e} 1/(M s)")
print(f"Cross barrier without work: {barrier12:.4f} eV")
print(f"k12 from direct minimization: {k_direct:.3e} 1/(M s)")
print(f"Largest ln-rate error in general test: {worst:.1e}")
print(f"Slope d ln k12 / d ln K12: {slope:.4f}")
print(f"Rate maximum at driving force: {peak * kT:.3f} eV")
print(f"Sum of diffusion constants, rough: {diffusion_sum / 1e16:.1e} cm2/s")
print(f"Diffusion-limited rate: {k_diffusion:.3e} 1/(M s)")
print(f"k12 with diffusion: {k_observed:.3e} 1/(M s)")
print(f"Initial Fe(III), V(II): {c_iron * 1e3:.2f}, {c_vanadium * 1e3:.1f} mM")
print(f"Fe(III) half-life: {half_life * 1e6:.2f} microseconds")
print(f"Solvent part of reorganization energy: {lam_out:.4f} eV")
print(f"Inner part Fe, V: {in_iron:.4f}, {in_vanadium:.4f} eV")
print(f"Solvent energy, excluded-volume/formula: {field_ratio:.4f}")
print(f"Unequal radii tried: {a1:.2f}, {a2:.2f} angstrom")
print(f"Additivity error from radii: {excess:.5f} eV")
print(f"Rate factor, unequal radii: {k_radii / k12:.3f}")
print(f"Stiffness ratio oxidised/reduced, rough: {stiffness_ratio:.2f}")
print(f"Rate factor, unequal stiffness: {stiffness_factor:.3f}")
print(f"Metal-oxygen quantum, rough: {mode:.3f} eV")
print(f"Tunnelling gain Fe, V self: {gain_iron:.3f}, {gain_vanadium:.3f}")
print(f"Tunnelling gain cross reaction: {gain_cross:.3f}")
print(f"True/predicted k12 with tunnelling: {tunnelling_factor:.3f}")
print(f"Electronic coupling tried: {coupling:.3f} eV")
print(f"True/predicted k12 with coupling: {coupling_factor:.3f}")
print(f"Rate factor, all A 100 times smaller: {k_small_A / k12:.3f}")
print(f"Rate factor, all work terms zero: {k_no_work / k12:.3f}")
print(f"Bath temperature: {T_bath:.2f} K")
print(f"k12 in bath, fixed free energy: {k_bath:.3e} 1/(M s)")
print(f"Reaction entropy tried: {entropy * 1e3:.2f} meV/K")
print(f"k12 in bath with that entropy: {k_bath_entropy:.3e} 1/(M s)")
print("all assertions hold")
```

Printed output:

```
Temperature: 298.15 K; kT: 0.02569 eV
Fe self-exchange, rough input: 4 1/(M s)
V self-exchange, rough input: 0.01 1/(M s)
Standard reaction free energy, rough input: -1.00 eV
Contact distance: 6.50 angstrom; shell: 0.80 angstrom
Attempt frequency: 1.0e+13 1/s
Static, optical permittivity: 78.4, 1.78
Ionic strength: 1.0 M
Inverse screening length: 0.3289 1/angstrom
Work term: 0.0540 eV
Prefactor A: 2.558e+12 1/(M s)
Finite-shell integral/thin-shell value - 1: 0.0309
Equilibrium constant K12: 8.008e+16; ln K12: 38.922
Reorganization energy Fe: 2.5776 eV
Reorganization energy V: 3.1933 eV
Reorganization energy cross: 2.8855 eV
ln f12: -6.7445; f12: 1.177e-03
sqrt(f12): 0.0343
Rate without f12: 5.660e+07 1/(M s)
Predicted k12: 1.942e+06 1/(M s)
Cross barrier without work: 0.3080 eV
k12 from direct minimization: 1.942e+06 1/(M s)
Largest ln-rate error in general test: 2.2e-13
Slope d ln k12 / d ln K12: 0.3267
Rate maximum at driving force: 2.886 eV
Sum of diffusion constants, rough: 1.2e-05 cm2/s
Diffusion-limited rate: 3.011e+09 1/(M s)
k12 with diffusion: 1.941e+06 1/(M s)
Initial Fe(III), V(II): 0.10, 10.0 mM
Fe(III) half-life: 35.72 microseconds
Solvent part of reorganization energy: 1.2163 eV
Inner part Fe, V: 1.3613, 1.9770 eV
Solvent energy, excluded-volume/formula: 0.9413
Unequal radii tried: 3.10, 3.40 angstrom
Additivity error from radii: 0.00260 eV
Rate factor, unequal radii: 0.988
Stiffness ratio oxidised/reduced, rough: 1.50
Rate factor, unequal stiffness: 0.773
Metal-oxygen quantum, rough: 0.054 eV
Tunnelling gain Fe, V self: 3.140, 5.202
Tunnelling gain cross reaction: 2.862
True/predicted k12 with tunnelling: 0.845
Electronic coupling tried: 0.050 eV
True/predicted k12 with coupling: 1.109
Rate factor, all A 100 times smaller: 0.516
Rate factor, all work terms zero: 1.265
Bath temperature: 333.15 K
k12 in bath, fixed free energy: 8.534e+06 1/(M s)
Reaction entropy tried: 0.30 meV/K
k12 in bath with that entropy: 9.614e+06 1/(M s)
all assertions hold
```
